# Exchange and spin-orbit mixing in electron impact on intercombination lines

## Form of the answer

The Coulomb interaction does not act on spin. An incident electron can therefore turn a singlet target into a triplet only by changing places with a target electron. The projectile stays behind, so it must hand nearly all of its momentum $k$ to the electron that leaves. The Coulomb force transfers momentum $p$ with strength $4\pi/p^2$. For exchange $p\approx k$, which gives an amplitude proportional to $k^{-2}$. Without exchange $p$ is the net momentum transfer $q$, which may be very small.

The measure of final directions is proportional to $q\,dq/k^2$. Let the bound orbitals have momentum scale $\beta$ and dipole length $z$. Both amplitudes also contain the form factor of the transition, which is about $qz$ for $q$ well below $\beta$ and falls off rapidly once $q$ is comparable with $\beta$. Squaring the amplitudes and integrating over $q$ gives

$$
\sigma_{\rm exch}\sim\frac{1}{k^2}\,\frac{z^2\beta^4}{k^4}\propto E^{-3},\qquad
\sigma_{\rm dir}\sim\frac{z^2}{k^2}\int\frac{dq}{q}\propto\frac{\ln E}{E}.
$$

A triplet level enters the second channel if spin-orbit coupling gives it some singlet character. Within the nonrelativistic Coulomb treatment used here, the slower fall of this part wins at high enough energy, however small the share is. What remains is to find the factors and the energy at which the two parts are equal.

## Model and regime

Atomic units are used in the algebra, with $E=k^2/2$. The target is a light two-electron atom excited from $s^2\,{}^1S_0$ to the level labelled $sp\,{}^3P_1$, at excitation energy $\Delta E$. The beam is unpolarized and the outgoing spin is not observed. The orbitals are

$$
\phi_s=\sqrt{a^3/\pi}\,e^{-ar},\qquad \phi_{p_z}=\sqrt{b^5/\pi}\,z\,e^{-br},\qquad \beta=a+b .
$$

The results are of first order in the electron-electron interaction. They hold for $E\gg\Delta E$ and $k\gg\beta$, but $E$ far below the electron rest energy. Higher Born orders and magnetic forces between projectile and target are left out.

## How much singlet the level contains

Let $G$ be the singlet-triplet gap and $\zeta\,\mathbf l\cdot\mathbf s_p$ the spin-orbit energy of the $p$ electron. Within the triplet $\mathbf s_p$ acts as $\mathbf S/2$. Since $\mathbf L\cdot\mathbf S=[J(J+1)-4]/2=-1$ for $J=1$, the diagonal shift of ${}^3P_1$ is $-\zeta/2$.

For the coupling to ${}^1P_1$, note that $\mathbf l\cdot\mathbf s_p$ has eigenvalues $1/2$ and $-1$, so that $(\mathbf l\cdot\mathbf s_p)^2=\tfrac12-\tfrac12\,\mathbf l\cdot\mathbf s_p$. In ${}^1P_1$ the mean of $\mathbf l\cdot\mathbf s_p$ is zero, hence the mean of its square is $1/2$. The operator conserves $J$ and its projection, so this strength goes entirely to ${}^3P_1$, and the coupling has magnitude $\zeta/\sqrt2$. The two-by-two problem gives

$$
|{}^3P_1'\rangle=\cos\theta\,|{}^3P_1\rangle+\sin\theta\,|{}^1P_1\rangle,\qquad
\tan2\theta=\frac{\sqrt2\,\zeta}{G+\zeta/2}.
$$

In this configuration ${}^3P_0$ and ${}^3P_2$ have no singlet partner of the same $J$. They do not acquire the dipole tail by this route.

## Spin weights

Let $f$ and $g$ be the one-electron direct and exchange amplitudes. For an incoming spin up, removing either $s$ electron and antisymmetrizing gives these amplitudes:

- outgoing spin up, target singlet: $\sqrt2 f-g/\sqrt2$;
- outgoing spin up, target triplet $M_S=0$: $-g/\sqrt2$;
- outgoing spin down, target triplet $M_S=1$: $+g$.

The factor $\sqrt2$ arises because either $s$ electron can be promoted. The minus sign comes from interchanging two fermions. The exchanged configuration $p{\uparrow}s{\downarrow}$ is half singlet and half triplet, which explains the factors $1/\sqrt2$.

For an incoming spin down the singlet amplitude is the same, but the $M_S=0$ triplet amplitude is $+g/\sqrt2$. Two consequences follow from the average over incoming spin.

First, the singlet-triplet interference cancels, because its sign is opposite in the two cases. The components $M_S=\pm1$ leave with a different outgoing spin from the singlet and cannot interfere with it.

Second, each of the three triplet spin states has population $|g|^2/2$, without coherence among them. Rotational invariance then gives level $J$ the population $(|g|^2/2)(2J+1)/3$, which is $|g|^2/2$ for $J=1$. Therefore

$$
\frac{d\sigma}{d\Omega}=\frac{k_f}{k}\left[\frac{\cos^2\theta}{2}|g|^2+\sin^2\theta\left|\sqrt2f-\frac{g}{\sqrt2}\right|^2\right].
$$

These weights, including the absence of interference, were tested with explicit fermion operators and arbitrary complex amplitudes.

## Why exchange is hard and direct excitation is soft

With $\mathbf q=\mathbf k-\mathbf k_f$ and $F(\mathbf q)=\langle p|e^{i\mathbf q\cdot\mathbf r}|s\rangle$, the direct amplitude is

$$
f=-\frac1{2\pi}\,\frac{4\pi}{q^2}F=-\frac{2}{q^2}F .
$$

The nuclear attraction drops out of it because $\phi_s$ and $\phi_p$ are orthogonal. For exchange, write $1/r_{01}$ as a Fourier integral and carry out the two position integrals:

$$
g=-\frac1{2\pi}\int\frac{d^3p}{(2\pi)^3}\,\frac{4\pi}{p^2}\,
\tilde\phi_p(\mathbf k-\mathbf p)\,\tilde\phi_s(\mathbf p-\mathbf k_f),
\qquad \tilde\phi(\mathbf v)=\int e^{i\mathbf v\cdot\mathbf r}\phi(\mathbf r)\,d^3r .
$$

Bound orbitals contain little high momentum, so both factors are large only for $\mathbf p$ near $\mathbf k$ and $\mathbf k_f$. There $1/p^2$ may be replaced by $1/k^2$. The remaining integral is a convolution equal to $F(\mathbf q)$, and

$$
g\simeq-\frac{2}{k^2}F(\mathbf q).
$$

This leading form holds for $q$ of order $\beta$, which supplies most of the exchange cross section. At $q\sim1/k$ the form factor is itself small and a correction of order $k^{-3}$ is comparable, but that region has a negligible share of the integrated result.

Small $q$ does not make the exchange amplitude large, since $q$ is the net momentum given to the atom, whereas the Coulomb force must carry $p\approx k$.

Every other first-order term contains an overlap between a plane wave and a bound orbital. For the $s$ orbital this is $\tilde\phi_s(k)\propto k^{-4}$, and for the $p$ orbital it falls faster still. Such terms, the nuclear one among them, are therefore subleading to $k^{-2}$.

## The two cross sections

The form factor follows from $\int e^{-\beta r}e^{iqz}d^3r=8\pi\beta/(q^2+\beta^2)^2$. A factor $z$ in the integrand is produced by $-i\,d/dq$, so

$$
F=i\sqrt{\frac{a^3b^5}{\pi^2}}\,\frac{32\pi\beta q}{(q^2+\beta^2)^3}
=\frac{iqz\,\beta^6}{(q^2+\beta^2)^3},\qquad z=\frac{32a^{3/2}b^{5/2}}{\beta^5}.
$$

From here on $z$ denotes the dipole length $\langle p_z|z|s\rangle$. From $q^2=k^2+k_f^2-2kk_f\cos\vartheta$ one has $q\,dq=kk_f\sin\vartheta\,d\vartheta$, and hence $(k_f/k)\,d\Omega=2\pi q\,dq/k^2$ after the azimuthal integration.

**Exchange part.** At high energy the limits on $q$ may be taken as zero and infinity. With $t=q^2$,

$$
\int_0^\infty|F|^2q\,dq=\frac{z^2\beta^{12}}2\int_0^\infty\frac{t\,dt}{(t+\beta^2)^6}
=\frac{z^2\beta^{12}}2\left(\frac1{4\beta^8}-\frac1{5\beta^8}\right)=\frac{z^2\beta^4}{40},
$$

where $t=(t+\beta^2)-\beta^2$ was used in the numerator. Since $k^6=8E^3$,

$$
\sigma_{\rm exch}=\frac{\cos^2\theta}{2}\,\frac{2\pi}{k^2}\,\frac4{k^4}\,\frac{z^2\beta^4}{40}
=\cos^2\theta\,\frac{\pi z^2\beta^4}{80E^3}.
$$

**Direct part.** In the singlet term $g$ is smaller than $f$ by $q^2/k^2$ and is dropped. Energy conservation gives $q_{\min}=k-k_f=2\Delta E/(k+k_f)\simeq\Delta E/k$. With $x=q^2/\beta^2$,

$$
\int_{q_{\min}}\frac{|F|^2}{q^3}dq=\frac{z^2}{2}\int_{x_{\min}}^\infty\frac{dx}{x(1+x)^6},\qquad
\frac1{x(1+x)^6}=\frac1x-\sum_{n=1}^6\frac1{(1+x)^n}.
$$

The terms $1/x$ and $n=1$ together give $-\ln x_{\min}$ for small $x_{\min}$. The others subtract $1+\frac12+\frac13+\frac14+\frac15=\frac{137}{60}$. Inserting $q_{\min}^2=\Delta E^2/(2E)$, the integral becomes $\frac{z^2}{2}\ln(cE)$ and

$$
\sigma_{\rm dir}=\sin^2\theta\,\frac{16\pi}{k^2}\,\frac{z^2}{2}\ln(cE)
=\sin^2\theta\,\frac{4\pi z^2}{E}\ln(cE),\qquad
c=\frac{2\beta^2e^{-137/60}}{\Delta E^2}.
$$

The logarithm grows because a faster electron can excite the atom with a smaller momentum transfer, that is, from farther away. The reach is of order $1/q_{\min}=k/\Delta E$. Exchange gains almost nothing from this region: its amplitude has no factor $1/q^2$ to offset the small measure $q\,dq$.

## Where the two parts cross

Setting $\sigma_{\rm exch}=\sigma_{\rm dir}$ and multiplying by $E^3$ gives

$$
E^2\ln(cE)=A,\qquad A=\frac{\beta^4\cot^2\theta}{320}.
$$

The dipole length cancels, because in this model both channels use the same form factor. To solve for $E$, put $w=2\ln(cE)$. Then $(cE)^2=e^w$, and the condition becomes $we^w=2Ac^2$. With the Lambert function $W$, defined by $W(y)e^{W(y)}=y$,

$$
E_c=\frac1c\exp\!\left[\frac{W(2Ac^2)}2\right].
$$

For weak mixing $E_c$ grows nearly as $1/\theta$, slowed by the square root of the logarithm. In the limit $\theta\to0$ the crossover moves to infinite energy and the pure triplet keeps its $E^{-3}$ law at this order.

## How large: a model line

Take $a=2\ \text{Å}^{-1}$, $b=1.5\ \text{Å}^{-1}$, a triplet centre at 5 eV, a singlet at 8 eV, $\zeta=0.02$ eV and nuclear charge 2. These are round model parameters, not a structure calculation for a particular atom. In particular $\zeta$ is chosen freely. A nuclear charge of 2 acting on this $p$ orbital would give only $\zeta=\alpha^2Z\langle r^{-3}\rangle/2=\alpha^2Zb^3/6\approx2.4\times10^{-4}$ eV, with $\alpha$ the fine-structure constant, so the mixing of the example is that of a heavier atom than helium.

The mixing follows from $\tan2\theta=\sqrt2(0.02)/(3+0.01)=0.00940$, so $\sin\theta=0.00470$ and the singlet weight is $2.21\times10^{-5}$. The level lies at 4.99 eV and the dipole length is 0.475 Å.

The constants of the crossover are $c=0.764\ \text{eV}^{-1}$ and $A=1.234\times10^6\ \text{eV}^2$. Thus $2Ac^2=1.44\times10^6$, $W/2=5.86$, and

$$
E_c=\frac{e^{5.86}}{0.764\ \text{eV}^{-1}}\simeq459\ \text{eV}\quad(16.9\ \text{hartree}).
$$

Each part is then about $2.2\times10^{-5}\ \text{Å}^2$. With the complete electron-electron exchange integral and the unscreened nuclear term, the crossing lies at 486 eV; the closed formula is 5.6% below that value. Overlap terms involving the electron that stays in the $s$ orbital, and $g$ in the singlet amplitude, are still left out, also where the program calls its integrals full. Keeping $g$ in its asymptotic form would lower the direct part by about 2% at 100 eV and 0.3% at the crossover. The nuclear attraction is taken to act on the incoming electron. Because the model orbitals are not exact eigenfunctions, letting it act on the outgoing electron instead gives a somewhat different result: the exchange part at 100 eV would be about 15% larger. The table gives these more complete first-order cross sections, in Å$^2$:

| $E$ (eV) | exchange part | direct part |
|---:|---:|---:|
| 100 | $3.04\times10^{-3}$ | $7.35\times10^{-5}$ |
| 300 | $9.37\times10^{-5}$ | $3.08\times10^{-5}$ |
| 1000 | $2.24\times10^{-6}$ | $1.13\times10^{-5}$ |
| 3000 | $7.94\times10^{-8}$ | $4.39\times10^{-6}$ |

Exchange leads by a factor of 41 at 100 eV and trails by a factor of 55 at 3000 eV.

The asymptotic exchange law gives $2.10\times10^{-3}\ \text{Å}^2$ at 100 eV, 31% below the fuller integral, while the direct law agrees with the direct integral to better than 1% there. The missing exchange strength is why the closed formula puts the crossing too low. The excess of the full integral over the law is 3.3% at 1959 eV and 0.8% at 7837 eV. It falls fourfold when the energy rises fourfold, as a correction of relative order $1/E$ would. The logarithmic slope between these energies is $-3.02$.

The shares from small $q$ confirm the mechanism. At the closed-formula crossover, transfers below $\beta/4=0.875\ \text{Å}^{-1}$ supply 86% of the direct part but only about 3% of the exchange part, the latter share being taken from the asymptotic form. The nuclear term, acting on the incoming electron, changes the exchange part there by $-0.9\%$, but by $-25\%$ at 100 eV.

Reducing $\zeta$ tenfold, to 0.002 eV, raises the closed-formula crossover to 3915 eV, a factor of 8.5 instead of 10. The logarithm accounts for the difference: it grows from 5.86 to 8.00, and $10\sqrt{5.86/8.00}\simeq8.6$. The fuller integrals give 3945 eV. For $\zeta=0.1$ eV the formula gives 107 eV against 124 eV, an error of 14% relative to the fuller result, mainly because $k\gg\beta$ is no longer well satisfied; the finite $\Delta E/E$ adds to it.

## Magnetic forces set a limit

The moving projectile also acts magnetically on the target spins. For $\mathbf q$ nearly perpendicular to $\mathbf k$, the magnetic moment of a target spin in the field of the moving charge gives an amplitude $\alpha^2kq/2$ times the Coulomb one, where $\alpha$ is the fine-structure constant. It needs no factor $\sin\theta$. The orbital vector of the excited state then lies along $\mathbf q$ and its spin vector along $\mathbf k\times\mathbf q$. A product of two perpendicular vectors is half $J=1$ and half $J=2$, so half of the strength goes to our level. With $\int|F|^2dq/q=z^2\beta^2/10$, the ratio to the direct part is

$$
\frac{\sigma_{\rm mag}}{\sigma_{\rm dir}}\simeq\frac{\alpha^4k^2\beta^2}{40\,\sin^2\theta\,\ln(cE)} .
$$

This is about $6\times10^{-5}$ at the 459 eV crossover. It is not the largest magnetic effect there. The spin-spin force has the same spin structure as exchange, with an amplitude $\alpha^2k^2/2$ times the exchange one for this level, so the two interfere and the exchange part changes by a relative amount of order $\alpha^2k^2$: about 0.2% at 459 eV and 1.5% at 3915 eV. The neglect is still well justified at 459 eV. The program prints only the crude size $(\alpha^2k\beta/\sin\theta)^2=0.015$, without the factor $1/(40\ln(cE))$.

The ratio grows as $E/\ln(cE)$ and as $1/\sin^2\theta$. For $\zeta=0.002$ eV at 3915 eV it is about 0.04, a correction of a few percent. For still weaker mixing or higher energy the magnetic amplitude has to be included. With $\zeta=2.4\times10^{-4}$ eV, the value that a nuclear charge of 2 gives for this $p$ orbital, the crossover would lie near 29 keV, where the ratio is about 16: magnetic excitation overtakes exchange before the dipole tail does. For helium, with a singlet weight of order $10^{-7}$ in $2\,{}^3P_1$, the same estimate gives a crossover near 10 keV and a ratio of a few tenths, so the two-part picture is not sufficient there.

## What to do in practice

The coefficient of the tail can be taken from the line itself. The singlet transition has dipole matrix element $\sqrt2z$, so the intercombination oscillator strength is

$$
f_{\rm osc}=2\Delta E\,(\sqrt2z\sin\theta)^2=4\Delta E\,z^2\sin^2\theta,
\qquad \sigma_{\rm dir}=\frac{\pi f_{\rm osc}}{E\,\Delta E}\ln(cE).
$$

In the example $f_{\rm osc}=1.30\times10^{-5}$. For a real atom, use an oscillator strength that includes every important admixture, in the ground state as well as the excited one. If a calculation without spin-orbit coupling gives $\sigma_{\rm exch}=K/E^3$ for the $J=1$ level at high energy, the crossover solves

$$
E_c^2\ln(cE_c)=\frac{K\,\Delta E}{\pi f_{\rm osc}} .
$$

Here $c$ must come from the form factor of the actual transition, since $137/60$ belongs to the present orbitals.

When extending tabulated cross sections, fit the two parts separately. An $E^{-3}$ extrapolation from below the crossover loses the tail: at 3000 eV in the example it would miss more than 95% of the first-order total. Well above the crossover, as long as magnetic excitation is still negligible, a plot of $E\sigma$ against $\ln E$ should approach a line of slope $\pi f_{\rm osc}/\Delta E$ in atomic units. The exchange part disturbs the slope longer than it disturbs the value, since it adds $-2E\sigma_{\rm exch}$ to it. In the example the slope is still more than a quarter too low at 3000 eV, and about 2.5% too low at 10000 eV. Near threshold neither asymptotic law should be used, and a close-coupling calculation is the appropriate tool.

The fine-structure levels offer a further check. Pure exchange populates $J=0,1,2$ in the ratio $1:3:5$. While magnetic excitation is negligible, a $J=1$ share that rises above one third with energy is the sign expected from singlet mixing. The remaining values of the example are in the numerical output.

## Values computed for the example and the checks

```
s exponent a = 2.00 1/angstrom; p exponent b = 1.50 1/angstrom
beta = 3.50 1/angstrom
triplet centre = 5.00 eV; singlet = 8.00 eV
spin-orbit constant zeta = 0.020 eV; nuclear charge = 2
lower J=1 level = 4.98993 eV
mixing sin(theta) = 0.004698; singlet weight = 2.2073e-05
dipole length z = 0.4749 angstrom
intercombination oscillator strength = 1.3039e-05
log constant c = 0.7643 1/eV
A = 1.23353e+06 eV^2
crossover, closed formula = 458.8 eV = 16.861 hartree
crossover, full first-order integrals = 485.9 eV
closed/full crossover ratio = 0.9443
each part at closed crossover = 2.1740e-05 angstrom^2
logarithm ln(c E_c) = 5.8599
k at crossover = 10.974 1/angstrom
minimum q at crossover = 0.0598 1/angstrom
soft limit beta/4 = 0.8750 1/angstrom
share below soft limit: direct 0.8587, exchange 0.0307
relative change of exchange by nuclear term = -9.49e-03
crude magnetic/direct size (alpha^2 k beta/sin theta)^2 = 1.49e-02
full/asymptotic exchange at 1959 eV = 1.03294
full/asymptotic exchange at 7837 eV = 1.00817
exchange log-log slope between these energies = -3.0175
E (eV): exchange law, full exchange, direct law, full direct (angstrom^2)
100: 2.100e-03, 3.037e-03, 7.381e-05, 7.352e-05
300: 7.776e-05, 9.369e-05, 3.084e-05, 3.081e-05
1000: 2.100e-06, 2.236e-06, 1.130e-05, 1.130e-05
3000: 7.776e-08, 7.943e-08, 4.390e-06, 4.390e-06
zeta (eV): sin(theta), closed crossover (eV), full crossover (eV)
0.002: 0.000471, 3914.9, 3944.8
0.020: 0.004698, 458.8, 485.9
0.100: 0.023165, 107.1, 124.3
```
